# Why injective uniform matrix product states have exponentially decaying correlations

**Q:** Uniform matrix product states are used for critical chains, and the computed correlations look straight on a log-log plot. Why should I doubt that such a state can carry a power law?

**A:** Because distance enters its correlations only through powers of one finite matrix. Take $D\times D$ matrices $A^s$, $s=1,\dots,d$, the same on every site of a ring of $N$ sites, with amplitudes $\psi_{s_1\dots s_N}=\mathrm{tr}(A^{s_1}\cdots A^{s_N})$. Define

$$E(M)=\sum_s A^sMA^{s\dagger},\qquad E_O(M)=\sum_{st}O_{st}A^tMA^{s\dagger},$$

where $O_{st}=\langle s|O|t\rangle$ is a one-site operator. The linear map $M\mapsto BMC^\dagger$ has trace $\mathrm{tr}B\,(\mathrm{tr}C)^*$. Writing $\mathrm{Tr}$ for the trace of a map, and summing over all configurations, gives $\langle\psi|\psi\rangle=\mathrm{Tr}\,E^N$ and

$$\langle O_0P_n\rangle=\frac{\mathrm{Tr}[E_OE^{n-1}E_PE^{N-n-1}]}{\mathrm{Tr}\,E^N}.$$

The question is therefore about the eigenvalues of $E$, of which there are $D^2$.

**Q:** Two of them could share the largest modulus. Then nothing need decay.

**A:** That does happen. For $A^+=\mathrm{diag}(1,0)$ and $A^-=\mathrm{diag}(0,1)$, the GHZ state, $E$ keeps the diagonal of $M$ and deletes the rest, so the eigenvalue 1 occurs twice. All spins agree, the mean of $s=\pm1$ is zero, and the connected correlator is 1 at every distance.

The assumption that excludes this is injectivity: for some length $L$, the products $A_w=A^{s_1}\cdots A^{s_L}$ over all words $w$ span the whole space of $D\times D$ matrices. Products of the GHZ matrices stay diagonal and never do.

**Q:** How does a statement about spanning become one about eigenvalues?

**A:** Through strict positivity. Write $A_w$ as a vector $a_w$ with components $(A_w)_{ab}$, and let $G=\sum_w a_wa_w^\dagger$. Then $y^\dagger Gy=\sum_w|y^\dagger a_w|^2$ vanishes for some $y\ne0$ precisely when the $A_w$ fail to span. Injectivity thus means that the smallest eigenvalue $\mu$ of $G$ is positive. For unit vectors $v,x$ put $y_{ab}=v_ax_b^*$, which also has unit norm:

$$\langle v|E^L(|x\rangle\langle x|)|v\rangle=\sum_w|\langle v|A_w|x\rangle|^2=y^\dagger Gy\ge\mu .$$

A matrix $M\ge0$ is a sum of projectors with nonnegative weights that add up to $\mathrm{tr}M$, so $E^L(M)\ge\mu\,\mathrm{tr}(M)\,1$.

**Q:** You still need a leading eigenvector, and $E$ need not be Hermitian.

**A:** Brouwer's fixed-point theorem supplies one. For a density matrix $M$, $E(M)\ge0$ is not zero, since otherwise $E^L(M)=0$. Hence $M\mapsto E(M)/\mathrm{tr}E(M)$ is a continuous map of the compact convex set of density matrices into itself. It has a fixed point $r_0$, so $E(r_0)=\rho r_0$ with $\rho>0$. Since $\rho^Lr_0=E^L(r_0)>0$, $r_0$ has full rank.

The matrices $A_w^\dagger$ span as well, so the same argument applies to the adjoint map $E^*(M)=\sum_sA^{s\dagger}MA^s$ and gives $E^*(l)=\rho'l$ with $l>0$. Evaluating $\mathrm{tr}[lE(r_0)]=\mathrm{tr}[E^*(l)r_0]$ both ways yields $\rho\,\mathrm{tr}(lr_0)=\rho'\,\mathrm{tr}(lr_0)$. The trace is positive, so $\rho'=\rho$.

Now replace $A^s$ by $\rho^{-1/2}l^{1/2}A^sl^{-1/2}$. The factors of $l$ cancel inside the ring trace, $\rho$ changes only the norm, and the words still span. In this gauge

$$\sum_sA^{s\dagger}A^s=\rho^{-1}l^{-1/2}E^*(l)l^{-1/2}=1 .$$

So $E$ preserves the trace, and it fixes $r\propto l^{1/2}r_0l^{1/2}$, normalized to $\mathrm{tr}\,r=1$. From here on $\mu$ is computed in this gauge.

**Q:** That gives one eigenvalue 1. Where is the gap?

**A:** Split off the guaranteed positive part: $E^L(M)=\mu\,\mathrm{tr}(M)\,1+\Phi(M)$. By the bound above, $\Phi$ maps positive matrices to positive matrices, and $\mathrm{tr}\,\Phi(M)=(1-D\mu)\,\mathrm{tr}M$.

Let $M$ be Hermitian and traceless, with positive and negative parts $M=M_+-M_-$. The trace norm $\|M\|_1$, the sum of singular values, equals $\mathrm{tr}M_++\mathrm{tr}M_-$. The $\mu$ term vanishes because $\mathrm{tr}M=0$, so

$$\|E^L(M)\|_1\le\mathrm{tr}\,\Phi(M_+)+\mathrm{tr}\,\Phi(M_-)=(1-D\mu)\|M\|_1 .$$

If $M$ is traceless but not Hermitian, write $M=M_1+iM_2$ with Hermitian traceless parts and apply the bound to each. For a traceless eigenvector with eigenvalue $\lambda$, $k$ repetitions give

$$|\lambda|^{Lk}\|M\|_1\le(1-D\mu)^k(\|M_1\|_1+\|M_2\|_1).$$

Letting $k$ grow forces $|\lambda|^L\le1-D\mu<1$.

The traceless matrices form an invariant subspace of dimension $D^2-1$, so this covers $D^2-1$ eigenvalues, counted with multiplicity. The one remaining direction carries the trace, which is preserved, so its eigenvalue is 1. The leading eigenvalue is therefore simple and the others lie strictly inside the unit circle.

**Q:** Is the bound any good as an estimate?

**A:** It proves a gap, but it can be far from the gap's size. For one set of matrices with $D=d=3$ and random complex Gaussian entries, brought to the gauge above, numerical diagonalization of $G$ at $L=5$ gives $\mu=0.01347$. Then $1-3\mu=0.9596$, and $|\lambda_2|\le0.9596^{1/5}=0.992$. Diagonalizing $E$ itself gives $|\lambda_2|=0.401$.

**Q:** Now the correlator. You have a ring, and there are amplitudes that might spoil the decay.

**A:** Let $N\to\infty$ first. For any $M$, $M-r\,\mathrm{tr}M$ is traceless, so repeated action of $E$ removes it and $E^k(M)\to r\,\mathrm{tr}M$. Hence $\mathrm{Tr}E^N\to1$, and

$$\langle O_0P_n\rangle=\mathrm{tr}[E_OE^{n-1}E_P(r)],\qquad\langle P\rangle=\mathrm{tr}E_P(r).$$

Since $E^{n-1}(r)=r$, the product $\langle O\rangle\langle P\rangle$ equals $\mathrm{tr}[E_OE^{n-1}(r)]\langle P\rangle$. Subtracting it gives

$$C(n)=\mathrm{tr}[E_OE^{n-1}(\Delta)],\qquad\Delta=E_P(r)-\langle P\rangle r .$$

The matrix $\Delta$ is traceless, and it is Hermitian if $P$ is.

For the amplitudes, define $V|x\rangle=\sum_s|s\rangle\otimes A^s|x\rangle$. The gauge condition says $V^\dagger V=1$, so $V$ preserves trace norms under $M\mapsto VMV^\dagger$. From $\mathrm{tr}E_O(M)=\mathrm{tr}[(O\otimes1)VMV^\dagger]$ follows $|\mathrm{tr}E_O(M)|\le\|O\|\,\|M\|_1$, with $\|O\|$ the largest singular value. Likewise $\|E_P(r)\|_1$ is the maximum over unitary $U$ of $|\mathrm{tr}[(P\otimes U)VrV^\dagger]|$, which is at most $\|P\|$. Together with $|\langle P\rangle|\le\|P\|$ this gives $\|\Delta\|_1\le2\|P\|$.

Among the $n-1$ actions of $E$ there are $\lfloor(n-1)/L\rfloor$ complete blocks of $L$. The leftover steps do not increase the trace norm, because $E$ is positive and trace preserving. For Hermitian $O$ and $P$,

$$|C(n)|\le2\|O\|\,\|P\|\,(1-D\mu)^{\lfloor(n-1)/L\rfloor}.$$

This is exponential decay with explicit constants. A non-Hermitian operator is a combination of two Hermitian ones, which changes the prefactor and not the rate.

**Q:** What is the actual form of $C(n)$, rather than a bound?

**A:** If $E$ is diagonalizable, expand $\Delta=\sum_{j\ge2}\delta_jR_j$ in its traceless eigenvectors $R_j$. Then

$$C(n)=\sum_{j\ge2}c_j\lambda_j^{n-1},\qquad c_j=\delta_j\,\mathrm{tr}E_O(R_j),$$

with at most $D^2-1$ terms. If $E$ is defective, a Jordan block $\lambda+\mathcal N$ with nilpotent $\mathcal N$ contributes $(\lambda+\mathcal N)^{n-1}=\sum_m\binom{n-1}{m}\lambda^{n-1-m}\mathcal N^m$. These are polynomials times exponentials, and they still decay.

The correlation length is $\xi=-1/\ln|\lambda_2|$, where $\lambda_2$ is the largest eigenvalue in modulus after 1. A particular pair of operators may have $c_2=0$ and decay faster, and a complex $\lambda_j$ makes the correlator oscillate.

A power law is now excluded. If $C(n)$ behaved as $Bn^{-a}$ with $B\ne0$ at large $n$, then $n^aC(n)$ would tend to $B$, whereas the bound sends it to zero for every $a$.

**Q:** Then why do the plots look straight?

**A:** Because exponentials with widely spread rates add up to a good imitation over a finite range. Substitute $t=ne^u$, $dt=t\,du$, in $\Gamma(\eta)=\int_0^\infty t^{\eta-1}e^{-t}dt$ and divide by $n^\eta\Gamma(\eta)$:

$$n^{-\eta}=\frac1{\Gamma(\eta)}\int_{-\infty}^{\infty}e^{\eta u}\,e^{-ne^u}\,du .$$

At each $u$ the integrand is an exponential in $n$ with rate $e^u$. The trapezoidal rule with points $u=kh$ turns the integral into a sum. For $\eta=1/4$, $h=1.5$ and $k=-24,\dots,2$, these 27 exponentials reproduce $n^{-1/4}$ for integer $n$ from 1 to 1000 with a relative error of at most $1.8\times10^{-3}$.

The slowest rate is $e^{-36}\approx2.3\times10^{-16}$. At $n=10^{18}$ even that term has decayed by $e^{-232}$, and the sum is $3\times10^{-101}$ of the power law. Counting alone, these 27 different exponentials would require $D^2-1\ge27$, so $D\ge6$, and this does not show that a state with $D=6$ and these rates exists. The trapezoidal sum is not economical: six exponentials with least-squares rates and positive amplitudes reach a relative error of $1.3\times10^{-3}$ on the same range. The count therefore does not fix the $D$ needed for this accuracy.

**Q:** That is a fit to a formula. Does a variational state of a critical chain behave this way?

**A:** Take the Ising chain at its critical field, $H=-J\sum_j(X_jX_{j+1}+Z_j)$, with Pauli matrices, $J=1$ and distances in sites. Its exact correlator is available for comparison. Define $a_j=(\prod_{k<j}Z_k)X_j$ and $b_j=(\prod_{k<j}Z_k)Y_j$, which are Hermitian, square to 1 and anticommute with one another. From $XY=iZ$ and $YZ=iX$,

$$Z_j=ib_ja_j,\quad X_jX_{j+1}=-ib_ja_{j+1},\quad H=iJ\sum_jb_j(a_{j+1}-a_j).$$

Write this as $iJ\,b^TKa$. A singular value decomposition $K=U\Sigma W^T$ separates $H$ into independent pairs $iJ\sigma_kb'_ka'_k$, and the ground state has $-ib'_ka'_k=1$ in each. Hence $\langle-ib_ia_j\rangle=(UW^T)_{ij}$.

For this translation-invariant $K$, $UW^T$ is the phase of the Fourier symbol $e^{ik}-1=2\sin(k/2)\,ie^{ik/2}$ on $0<k<2\pi$:

$$g(j-i)=\langle-ib_ia_j\rangle,\qquad g(r)=\int_0^{2\pi}\frac{dk}{2\pi}\,ie^{ik(1/2-r)}=\frac{2}{\pi(2r-1)} .$$

So $\langle X_jX_{j+1}\rangle=g(1)=2/\pi$ and $\langle Z_j\rangle=-g(0)=2/\pi$, and the energy per site is $-4J/\pi=-1.27324\,J$. Since $X_0X_n=\prod_{j=0}^{n-1}(-ib_ja_{j+1})$, Wick's theorem gives $\langle X_0X_n\rangle$ as the $n\times n$ determinant with entries $g(j+1-i)$.

**Q:** And the matrix product state?

**A:** Start with all spins along $Z=+1$ and apply $p$ layers, each being $e^{\beta_i\sum XX}$ followed by $e^{\alpha_i\sum Z}$, with $\alpha_i,\beta_i>0$. In the eigenbasis of $X$ the initial state is uniform, the first factor is diagonal, and $e^{\alpha Z}=\cosh\alpha+Z\sinh\alpha$ keeps or flips a spin.

Let $\tau_i=\pm1$ be the spin at a site when layer $i$ begins, and $\tau_{p+1}=s$ the final one. The list $(\tau_1,\dots,\tau_p)$ is the bond index, so $D=2^p$. The amplitude is the ring trace of

$$A^s=W^{1/2}F_sW^{1/2}.$$

Here $W$ is the tensor product of the $2\times2$ matrices $e^{\beta_i\tau\tau'}$, and $F_s$ is diagonal, with one factor $\cosh\alpha_i$ or $\sinh\alpha_i$ per layer. Each $2\times2$ matrix has eigenvalues $2\cosh\beta_i$ and $2\sinh\beta_i$, so $W$ is positive definite.

The matrix of $E$, before rescaling, is

$$T=\sum_sA^s\otimes A^s=(W^{1/2}\otimes W^{1/2})\Big(\sum_sF_s\otimes F_s\Big)(W^{1/2}\otimes W^{1/2}).$$

It is symmetric and positive definite. With orthonormal eigenvectors $v_j$, eigenvalues $t_1>t_2\ge\dots$ and $T_X=\sum_ssA^s\otimes A^s$,

$$\langle X_0X_n\rangle=\sum_{j\ge2}\Big(\frac{v_j^TT_Xv_1}{t_1}\Big)^2\Big(\frac{t_j}{t_1}\Big)^{n-1}.$$

The term $j=1$ is $\langle X\rangle^2$, which vanishes because flipping all $\tau$ exchanges $A^+$ and $A^-$. All weights are nonnegative.

**Q:** Are these states injective?

**A:** The entries of $W^{1/2}$ are positive, hence so are those of $T$, and the Perron–Frobenius theorem makes $t_1$ unique in modulus. Reshape $v_1$ into a $D\times D$ matrix $R$; since $T$ is symmetric, it serves as both $r_0$ and $l$. At the parameters used below, the ratio of its smallest to its largest eigenvalue is 0.37, 0.036 and 0.0014 for $D=2,4,8$, so $R$ has full rank.

That suffices. The elements of $G$ for words of length $k$ are $\langle a|E^k(|b\rangle\langle b'|)|a'\rangle$. For the unrescaled $A^s$, $T^k/t_1^k\to v_1v_1^T$, so after division by $t_1^k$ these elements approach $R_{aa'}R_{b'b}$ at large $k$, which is a positive definite matrix, so long words span.

**Q:** What comes out?

**A:** I minimized the energy per site over the $\alpha_i$ and $\beta_i$ with a quasi-Newton method from one or two starting points, and kept the lowest minimum found. For $D=2,4,8$ the energy lies above the exact value by $3.5\times10^{-3}$, $1.7\times10^{-4}$ and $1.4\times10^{-5}\,J$. The correlation lengths are 4.28, 22.2 and 82.3 sites. For $D=8$ the search stopped slightly short of the minimum, and all $D=8$ numbers below refer to that stopping point. At the fully converged minimum the energy error is the same to the digits quoted, $\xi$ is 82.5, and the slopes 0.564 and 2.243 given below become 0.563 and 2.237. The correlators $\langle X_0X_n\rangle$ are:

| $n$ | exact | $D=2$ | $D=4$ | $D=8$ |
|---|---|---|---|---|
| 1 | 0.637 | 0.591 | 0.628 | 0.634 |
| 8 | 0.383 | 0.115 | 0.345 | 0.372 |
| 32 | 0.271 | 0.0004 | 0.116 | 0.241 |
| 128 | 0.192 | $8\times10^{-14}$ | 0.0015 | 0.075 |

For $D=2$ a single exponential has weight, $0.5912\times0.7918^{n-1}$, which at $n=8$ gives 0.115. For $D=8$, 15 of the 63 possible exponentials have weight above $10^{-10}$. An energy error of about one part in $10^5$ does not prevent the correlator at $n=128$ from being less than half the exact one.

These layered states have only $2p$ parameters and keep the spin-flip symmetry, so they are not the best uniform states of their bond dimension. Minimizing over all entries of real $A^s$ gives lower energy errors, $7.0\times10^{-4}$, $4.7\times10^{-5}$ and $2.6\times10^{-6}\,J$ for $D=2,4,8$. It does so by breaking the symmetry: $|\langle X\rangle|=0.68$, $0.57$ and $0.48$, with shorter correlation lengths of 1.7, 7.5 and 34 sites. In such a state $\langle X_0X_n\rangle$ levels off at $\langle X\rangle^2$. For $D=8$ at $n=128$ it is 0.232, above the exact 0.192, while the connected part has fallen to $3.3\times10^{-3}$. The power law is lost in both cases, but the deviation has the opposite sign.

**Q:** On a log-log plot I might still read off an exponent from the $D=8$ data.

**A:** Measure the local slope, $\eta(n)=\ln[C(n)/C(2n)]/\ln2$. The determinant gives 0.246 at $n=2$ and 0.2500 at $n=128$, consistent with decay as $n^{-1/4}$. The $D=8$ state gives 0.256, 0.294, 0.564 and 2.243 at $n=2$, 8, 32 and 128. Once the slowest exponential dominates, $C(n)/C(2n)=e^{n/\xi}$ and $\eta(n)=n/(\xi\ln2)$. At $n=128$ this is $128/(82.33\times0.6931)=2.243$. The slope is then set by $\xi$, not by the critical exponent. This concerns the connected correlator. If the state has $\langle X\rangle\ne0$ and $\langle X\rangle^2$ is not subtracted, the slope tends to zero instead.

**Q:** How large must $\xi$ be before the slope can be trusted at a given distance?

**A:** With nonnegative weights and eigenvalues, as here, $C(n+1)\le\lambda_2C(n)$, where $\lambda_2=t_2/t_1=e^{-1/\xi}$. Repeating this from $n$ to $m$ gives $C(m)\le e^{-(m-n)/\xi}C(n)$, or

$$\xi\ge\frac{m-n}{\ln[C(n)/C(m)]} .$$

To reproduce the exact ratio between $n=100$ and $m=200$, such a state needs $\xi\ge100/(0.25\ln2)\approx577$ sites. The $D=8$ state has 82. This is a necessary condition and does not ensure accuracy. If the weights have mixed signs, terms can cancel and this inequality is not guaranteed, but the exponential bound derived earlier still holds for every injective state. Its rate depends on $\mu$ and $L$, not on $D$ alone.
